# Carrier Temperatures from a Synthetic Germanium M Edge After Optical Pumping

## The problem

An optical pulse excites electrons and holes in germanium. An extreme-ultraviolet probe then lifts electrons from the 3d core levels (the M₄,₅ edge, near 30 eV), and the change of absorption \(\Delta A(\omega)\) is recorded. The data are synthetic: 101 photon energies from 29.0 to 31.0 eV, with Gaussian noise of \(2\times10^{-4}\). Absorption is given relative to the unpumped value at 31.0 eV.

These rough, germanium-like parameters are known:

- The gap is 0.66 eV. The 3d₅/₂ level lies 29.5 eV below the valence top, and 3d₃/₂ lies 0.58 eV deeper. The model gives them weights \(w_j=3/5\) and \(2/5\), the ratio of their electron numbers, for both bands; the last section shows where this fails.
- Four L valleys have masses \(m_l=1.6\), \(m_t=0.08\). Six Δ valleys, 0.18 eV higher, have masses 1.35 and 0.29. The hole masses are 0.33 and 0.04.
- The core line is a Lorentzian of half width \(\Gamma=0.05\) eV.

Pumping creates equal densities \(n\) of electrons and holes, at temperatures \(T_e\) and \(T_h\). It moves the conduction onset by \(s_c\) and the valence onset by \(s_v\) in photon energy, and adds \(\gamma\) to the half width. Derive \(\Delta A\) and recover \(T_e\) and \(T_h\).

## A tempting solution

Electrons block the states they occupy. High in the band \(f_e\propto e^{-\varepsilon/k_BT_e}\), and the density of states varies slowly. The shift and the broadening belong to the edge, so one may subtract them and read the temperature from the logarithmic slope of the remaining blocking signal \(B\):

\[
k_BT_e\approx-\left(\frac{d\ln B}{d\omega}\right)^{-1}.
\]

Grant a perfect subtraction and a single core level. The slope 0.8 eV above the onset then gives 2301 K. Going further up, where the exponential law should hold better, gives 6258 K at 1.6 eV, in a model spectrum continued beyond the recorded range. The data were generated with \(T_e=1500\) K.

## Where it fails

The occupation is exponential, but the measured signal is its convolution with a Lorentzian. Let \(g_c\) be the conduction density of states, \(G=\Gamma+\gamma\), and \(x\) the photon energy above the onset. In atomic units,

\[
B(x)=\int g_c f_e\,L_G(x-\varepsilon)\,d\varepsilon,\qquad
L_G(y)=\frac{G/\pi}{y^2+G^2}.
\]

When \(x\) greatly exceeds \(G\) and all occupied energies, \(L_G\approx G/[\pi(x-\varepsilon)^2]\). Expand and average over the electrons, whose mean energy is \(\bar\varepsilon\):

\[
B\approx\frac{nG}{\pi}\left(\frac1{x^2}+\frac{2\bar\varepsilon}{x^3}+\dots\right)
\approx\frac{nG}{\pi(x-\bar\varepsilon)^2}.
\]

The last form agrees with the expansion through the order shown. Hence

\[
-\frac{d\ln B}{dx}=\frac{2}{x-\bar\varepsilon}
\quad\Rightarrow\quad
k_BT_{\rm app}=\frac{x-\bar\varepsilon}{2}.
\]

The far slope measures where one reads, not how hot the carriers are. With \(\bar\varepsilon=0.305\) eV, the limiting law at 1.6 eV gives 0.65 eV, about 7500 K. The actual 6258 K is still on its way to this limit.

Without broadening, the slopes give 1668 K and 1570 K. This smaller error comes from the density of states, since

\[
-\frac{d\ln(g_cf_e)}{d\varepsilon}=\frac{1-f_e}{k_BT_e}-\frac{g_c'}{g_c},
\]

and the last term shrinks with energy. The large error is therefore due to the Lorentzian, and the cure is to fit the whole line shape.

## The right solution

**Absorption with carriers present.** Treat the carriers as independent. The probe operator for a transition from core state \(j\) to band state \(k\) is \(M c_k^\dagger c_j\). Summing the golden rule over final states gives

\[
|M|^2\langle c_j^\dagger c_kc_k^\dagger c_j\rangle=|M|^2(1-f_k),
\]

because the core state is full and \(\langle c_kc_k^\dagger\rangle=1-f_k\). In the conduction band this factor is \(1-f_e\). In the valence band the electron occupation is \(1-f_h\), so the factor is \(f_h\): holes open transitions that were closed.

The transition conserves crystal momentum, but the core level is flat, so every \(k\) contributes at photon energy \(E_k-E_j\). We take \(|M|^2\) constant and equal for both bands.

**Density of states.** For one valley, \(\varepsilon=k_t^2/2m_t+k_l^2/2m_l\). The ellipsoid below \(\varepsilon\) has volume \(\frac{4\pi}{3}(2\varepsilon)^{3/2}(m_lm_t^2)^{1/2}\). Multiply by two spins and \(N\) valleys, divide by \((2\pi)^3\), and differentiate:

\[
g(\varepsilon)=\frac{m_d^{3/2}\sqrt{2\varepsilon}}{\pi^2},\qquad
m_d=N^{2/3}(m_lm_t^2)^{1/3}.
\]

This gives \(m_d=0.547\) for L and 1.599 for Δ. The two hole bands add as \(m_h^{3/2}=m_{hh}^{3/2}+m_{lh}^{3/2}\), so \(m_h=0.339\). For each trial \(n,T_e,T_h\), the chemical potentials follow from

\[
n=\int g_cf_e\,d\varepsilon=\int g_vf_h\,d\varepsilon ,
\]

where \(g_c\) includes both valley types and hole energy is counted downward from the valence top.

**The empty edge.** Before pumping we neglect thermal carriers, so each valley contributes a broadened square root. Put \(\varepsilon=u^2\) and \(z=x+iG\). Since \(\operatorname{Im}(u^2-z)^{-1}=G/[(u^2-x)^2+G^2]\),

\[
\int_0^\infty\!\sqrt\varepsilon\,L_G(x-\varepsilon)\,d\varepsilon
=\frac1\pi\operatorname{Im}\int_{-\infty}^{\infty}\frac{u^2}{u^2-z}\,du
=\frac1\pi\operatorname{Im}\int_{-\infty}^{\infty}\frac{z}{u^2-z}\,du .
\]

Here the imaginary part is taken under the integral, which removes the real constant in \(u^2/(u^2-z)=1+z/(u^2-z)\). Closing the contour in the upper half plane around \(u=\sqrt z\) gives \(\int du/(u^2-z)=i\pi/\sqrt z\). Therefore

\[
\int_0^\infty\sqrt\varepsilon\,L_G(x-\varepsilon)\,d\varepsilon=\operatorname{Im}(i\sqrt z)=\operatorname{Re}\sqrt{x+iG}.
\]

For \(x\gg G\) this is \(\sqrt x\). For \(x<0\) and \(|x|\gg G\) it is \(G/(2\sqrt{|x|})\), a long foot below the edge proportional to the width.

**The change.** Let \(\omega_{cj}\) and \(\omega_{vj}\) be the unpumped onsets, where \(v\) stands for the valence band. In the sum below, and in \(m_v\) and \(\Delta_v\), the index \(v\) instead runs over the two valley types, L and Δ: \(m_v\) is the mass \(m_d\) found above, which already counts all valleys of that type, and \(\Delta_v\) is the offset, 0 or 0.18 eV. Define

\[
A_0(s,G)=\sum_{j,v}w_j\frac{\sqrt2\,m_v^{3/2}}{\pi^2}
\operatorname{Re}\sqrt{\omega-\omega_{cj}-\Delta_v-s+iG}.
\]

Subtract the unpumped \(A_0(0,\Gamma)\) from the pumped absorption, then add and subtract \(A_0(s_c,\Gamma)\):

\[
\Delta A=H-B+[A_0(s_c,\Gamma)-A_0(0,\Gamma)]+[A_0(s_c,G)-A_0(s_c,\Gamma)],
\]
\[
H=\sum_jw_j\int g_vf_h\,L_G(\omega-\omega_{vj}-s_v+\varepsilon)\,d\varepsilon,
\]
\[
B=\sum_jw_j\int g_cf_e\,L_G(\omega-\omega_{cj}-s_c-\varepsilon)\,d\varepsilon.
\]

The terms are hole opening, electron blocking, shift and broadening. Within the model the split involves no expansion. All terms are finally divided by \(A_0(0,\Gamma)\) at 31.0 eV.

For small changes, differentiating the square root at \(z=x+i\Gamma\) gives, per valley and core level,

\[
\delta\operatorname{Re}\sqrt z=-s_c\operatorname{Re}\frac1{2\sqrt z}+\gamma\operatorname{Re}\frac{i}{2\sqrt z}.
\]

A downward shift, \(s_c<0\), raises the absorption. The valence shift has no such term, because the full valence band is dark. It moves only the hole signal, itself proportional to \(n\) at low density, and so enters at second order.

The new gap is \((\omega_{cj}+s_c)-(\omega_{vj}+s_v)\), so the gap shrinks by \(s_v-s_c\). A core-level shift moves both onsets equally and drops out.

**What the signal contains.** The generating values are \(n=10^{-4}\) Å⁻³ (\(10^{20}\) cm⁻³), \(T_e=1500\) K, \(T_h=900\) K, \(s_c=-0.04\) eV, \(s_v=0.03\) eV and \(\gamma=0.01\) eV. In units of \(10^{-3}\), before noise:

| Photon energy (eV) | Holes | Blocking | Shift | Broadening | Total |
|---|---|---|---|---|---|
| 29.3 | 12.35 | −0.12 | 0.65 | 7.38 | 20.26 |
| 30.1 | 4.88 | −2.90 | 9.76 | 14.98 | 26.73 |
| 30.3 | 0.75 | −9.48 | 46.87 | 16.52 | 54.66 |
| 30.8 | 0.15 | −6.69 | 40.70 | 8.83 | 42.99 |

At 30.3 eV the shift is about five times the blocking and has the opposite sign. Even at 29.3 eV, among the hole transitions, broadening supplies over a third of the signal through the foot of the edge. The first-order formula for the shift and broadening terms errs by up to 14% of the peak signal (12% if \(s_c,s_v,\gamma\) are also dropped from \(H\) and \(B\), since the errors partly cancel), so the fit uses the full expressions.

**The fit.** Take \(\theta=(\ln n,\ln T_e,\ln T_h,s_c,s_v,\gamma)\); the logarithms keep three quantities positive. Let \(r\) be data minus model, divided by the noise, and \(J\) the derivative of the noise-scaled model. Minimizing \(|r-J\,\delta\theta|^2\) gives

\[
J^TJ\,\delta\theta=J^Tr,\qquad \operatorname{cov}(\theta)=(J^TJ)^{-1}.
\]

The first equation supplies the iterative step. The second follows because the scaled noise has unit covariance: \((J^TJ)^{-1}J^T\,J(J^TJ)^{-1}=(J^TJ)^{-1}\). The temperature uncertainty is \(T\) times that of \(\ln T\).

The search was started from two guesses, with both temperatures at 600 K and with 2500 K and 2000 K, and the better fit was kept. It gives

\[
T_e=1491\pm15\ \text{K}\;(0.1285\ \text{eV}),\qquad
T_h=896\pm12\ \text{K}\;(0.0772\ \text{eV}).
\]

Both agree with the generating values. The density, \((9.86\pm0.07)\times10^{-5}\) Å⁻³, lies about two standard deviations low. The gap reduction is \(0.068\pm0.001\) eV against a true 0.070 eV. Over 40 fresh noise sets, the scatter of \(T_e\) and \(T_h\) was 1.01 and 1.06 times the predicted uncertainty.

If \(s_c,s_v,\gamma\) are held at zero, the fit drives \(T_e\) to its permitted upper limit of 5000 K and returns \(T_h=251\) K. Its reduced chi-square is about 29,000, against 0.77 for the full model. Neither temperature then has meaning.

## What real germanium would change

The gap, the edge position and the valley ordering are roughly those of germanium; the carrier state and widths are chosen. The quoted uncertainties cover noise alone. To size model errors, noise-free data were altered and refitted with the unaltered model, all six parameters free:

- Conduction-band nonparabolicity of 0.3 eV⁻¹, included in the blocking term only, raises \(T_e\) by 107 K. This adds only 0.07 to the reduced chi-square. Real nonparabolicity also alters the empty edge, and with it the larger shift and broadening terms. Included there too, up to 2.25 eV above each valley minimum and with the parabolic density of states kept beyond, it lowers \(T_e\) by about 300 K and raises \(T_h\) by about 700 K, with a very poor fit.
- The broadened square root assumes a parabolic band without an upper end. At 29.3 eV more than half of the broadening signal comes from states over 4 eV above the valley minima, where no real band is parabolic. Ending the bands at 4 eV raises \(T_e\) by about 650 K and lowers \(T_h\) by about 200 K, with a poor fit. Real data therefore need a realistic density of states.
- Hole transitions 1.2 times stronger than assumed lower \(T_h\) by 115 K. The real mismatch may be larger. A dipole transition from d to s is forbidden, and a simple tight-binding estimate gives p character 1 at the valence top but only about 0.3 at L and 0.45 at Δ. A factor of 2 lowers \(T_h\) by about 475 K and \(T_e\) by about 130 K, with a poor fit.
- The weights 3/5 and 2/5 hold when p₃/₂ and p₁/₂ final states are summed alike. Heavy and light holes at the valence top are p₃/₂-like, and the dipole branching to p₃/₂ is 9:1. Mixing with the split-off band deeper in the valence band moves it toward 3:2. Hole weights of 0.9 and 0.1 raise \(T_e\) by about 590 K and \(T_h\) by about 400 K; weights of 0.7 and 0.3 raise them by about 180 K and 135 K. Both fits are poor.
- An unmodelled Gaussian resolution of 0.03 eV standard deviation lowers \(T_e\) by 185 K, with a clearly poor fit.

The gravest assumption is that the core hole does not attract the excited electron. For a hydrogenic attraction with binding energy \(R\), the standard Sommerfeld factor multiplies \(\sqrt\varepsilon\) by \(y/(1-e^{-y})\), with \(y=2\pi\sqrt{R/\varepsilon}\). For the L valleys we take the averaged mass \(3/(1/m_l+2/m_t)=0.117\) and a static dielectric constant of 16, so \(R=13.6\times0.117/16^2=0.0062\) eV. At \(\varepsilon=0.1\) eV this gives \(y\approx1.6\) and a factor of about 2.0: the attraction doubles the unbroadened absorption there. Far above the onset, where \(y\) is small, the factor is \(1+y/2\), which still adds the constant \(\pi\sqrt R\) to \(\sqrt\varepsilon\).

Carriers weaken this attraction. Their linear screening length is 8.3 Å, against an exciton radius of 72 Å for the L valleys and 22 Å for the Δ valleys. In an exponentially screened potential of that length, the factor 0.1 eV above the valley minimum falls from 2.0 to about 1.5 for L, and from 3.0 to about 2.5 for Δ. The loss is thus partial, but far from negligible. The length is itself rough, being shorter than the radius \((3/4\pi n)^{1/3}\approx13\) Å of a sphere that holds one electron on average.

In this estimate, which omits bound states, complete loss of the enhancement, an upper bound, would change the absorption by up to 12 times the peak signal within the recorded range, most strongly at its upper end. The partial loss in the screened potential above amounts to about 2.5 times the peak signal, or about 5 times if the bound exciton lines, which this screening removes, are counted too. A loss of 5% already raises the fitted \(T_e\) by about 2600 K, with a very poor fit. The recovered temperatures therefore hold only if such changes are absent or are modelled separately. An unpumped edge that rises like a step, rather than a broadened square root, would be a warning. The remaining figures are in the numerical output below.

## Numbers as computed

```
gap 0.66 eV; 3d5/2 to valence top 29.5 eV; 3d splitting 0.58 eV
core half width 0.05 eV; weights 0.6, 0.4
L valley masses 1.6, 0.08; Delta 1.35, 0.29 at 0.18 eV
hole masses 0.33, 0.04; static dielectric constant 16.0
density-of-states masses: L 0.547, Delta 1.599, holes 0.339 m_e
true density 1.0e-04 A^-3 = 1.0e+20 cm^-3
true T_e 1500 K = 0.1293 eV; T_h 900 K = 0.0776 eV
true shifts: conduction -0.04 eV, valence 0.03 eV; added half width 0.01 eV
chemical potentials into band: electrons -0.1108, holes 0.2064 eV
share of electrons in Delta valleys 0.577; mean energy 0.3051 eV
k-point count / density-of-states formula 0.9998
largest quadrature difference 5.5e-12 of static absorption at 31 eV
change in units of 1e-3 of the static absorption at 31 eV:
photon eV | holes | blocking | shift | broadening | total
29.3 | 12.35 | -0.12 | 0.65 | 7.38 | 20.26
29.5 | 9.41 | -0.18 | 0.89 | 8.16 | 18.28
29.9 | 8.97 | -0.61 | 2.44 | 11.13 | 21.93
30.1 | 4.88 | -2.90 | 9.76 | 14.98 | 26.73
30.3 | 0.75 | -9.48 | 46.87 | 16.52 | 54.66
30.5 | 0.32 | -9.04 | 43.17 | 6.66 | 41.10
30.8 | 0.15 | -6.69 | 40.70 | 8.83 | 42.99
remainder ratio on halving the perturbation 4.00
first-order error at full strength 0.119 of peak
slope temperature at 0.8 eV: unbroadened 1668 K, broadened 2301 K
slope temperature at 1.6 eV: unbroadened 1570 K, broadened 6258 K
noise 2e-04, points 101, reduced chi-square 0.77
recovered density 9.856e-05 +- 6.5e-07 A^-3
recovered T_e 1491 +- 15 K = 0.1285 eV
recovered T_h 896 +- 12 K = 0.0772 eV
recovered conduction shift -0.03984 +- 0.00008 eV
recovered valence shift 0.02855 +- 0.00106 eV
recovered added half width 0.01007 +- 0.00005 eV
gap reduction: true 0.070, found 0.06838 +- 0.00110 eV
correlation of ln T_e with ln n 0.49, shift -0.44, width -0.62
scatter/predicted, 40 data sets: T_e 1.01, T_h 1.06
blocking-only fit: T_e 5000 K, T_h 251 K, reduced chi-square 29291
fit limits on temperature 150 to 5000 K
neglected effects: error of T_e, error of T_h, reduced misfit
nonparabolic conduction band, 0.3 /eV: +107 K, +3 K, 0.07
split-off band (mass 0.095, 0.29 eV): -1 K, +24 K, 0.00
Gamma valley (mass 0.04, 0.14 eV): +4 K, +1 K, 0.00
hole transitions 1.2 times stronger: -15 K, -115 K, 0.98
Gaussian resolution, sigma 0.03 eV: -185 K, -20 K, 15.03
5 percent of exciton enhancement lost: +2639 K, -191 K, 215.04
L-valley core exciton: binding 0.0062 eV, radius 72 A
linear screening length of the carriers 8.3 A
full loss of continuum enhancement / peak signal 12.0
```
